# The Fourier Transform of the Cut Coulomb Interaction and Exact Exchange: verification in Python

```python
# Result under test: the Coulomb interaction e^2/r cut to zero beyond radius R
# has the Fourier transform (4 pi e^2/q^2)(1 - cos qR), with the finite value
# 2 pi e^2 R^2 at q = 0. It is then used for the exchange energy of SiH4 in a
# periodic cubic box of edge L.
# Symbols: q wavevector (1/nm), R cutoff radius (nm), E2 = e^2 in Gaussian
# units (eV nm), G reciprocal vectors of the box, energies in eV.
import numpy as np
import sympy as sp
import mpmath as mpm
from scipy import constants as const
from scipy.fft import fftn
from scipy.integrate import quad
from pyscf import gto, scf, mp

E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def cut_kernel(q, radius):
    """Stable form of the transform, valid at q = 0 too (eV nm^3)."""
    return 2 * np.pi * E2 * radius**2 * np.sinc(q * radius / (2 * np.pi))**2


def cosine_form(q, radius):
    return 4 * np.pi * E2 / q**2 * (1 - np.cos(q * radius))


# ---- transform from its definition: quadrature over radius and angle ----
nodes, weights = np.polynomial.legendre.leggauss(100)


def transform_by_quadrature(q, radius):
    r = radius * (nodes + 1) / 2
    wr = weights * radius / 2
    phase = np.cos(q * np.outer(r, nodes))
    return 2 * np.pi * np.sum(np.outer(wr * r**2 * E2 / r, weights) * phase)


R0 = 0.7
zero_value = cut_kernel(0.0, R0)
assert abs(transform_by_quadrature(0.0, R0) / zero_value - 1) < 1e-12
print(f"e^2 = {E2:.6f} eV nm")
print(f"R = {R0} nm: value at q=0 = {zero_value:.4f} eV nm^3"
      f" = {zero_value / HARTREE / BOHR**3:.2f} atomic units")
print("qR, transform by quadrature, cosine formula (eV nm^3)")
for qr in (0.5, 2.0, np.pi, 2 * np.pi, 9.0, 25.0):
    numeric = transform_by_quadrature(qr / R0, R0)
    formula = cosine_form(qr / R0, R0)
    assert abs(numeric - formula) < 1e-10 * zero_value
    assert abs(numeric - cut_kernel(qr / R0, R0)) < 1e-10 * zero_value
    print(f"  {qr:7.4f}  {numeric:10.6f}  {abs(formula):10.6f}")

# ---- small-q series against real-space moments, symbolically ----
qs, rs, Rs = sp.symbols("q r R", positive=True)
series = sp.series(4 * sp.pi * (1 - sp.cos(qs * Rs)) / qs**2, qs, 0, 4).removeO()
moment0 = sp.integrate(4 * sp.pi * rs, (rs, 0, Rs))
moment2 = sp.integrate(4 * sp.pi * rs**3, (rs, 0, Rs))
assert sp.simplify(series - moment0 + qs**2 * moment2 / 6) == 0
print("small-q series / e^2 :", sp.expand(series))

# ---- loss of digits in 1 - cos at small q ----
tiny = 1e-8
mpm.mp.dps = 50
precise = float(4 * mpm.pi * (1 - mpm.cos(mpm.mpf(tiny))) / mpm.mpf(tiny)**2)
naive_ratio = cosine_form(tiny / R0, R0) / (precise * E2 * R0**2)
stable_ratio = cut_kernel(tiny / R0, R0) / (precise * E2 * R0**2)
assert abs(stable_ratio - 1) < 1e-12 and abs(naive_ratio - 1) > 0.1
print(f"qR = 1e-8, double precision / true: 1-cos form {naive_ratio:.3f},"
      f" sine-squared form {stable_ratio:.3f}")

# ---- Gaussian charges: return to the bare interaction as R grows ----
sigma = 0.1
bare_gauss = E2 / (sigma * np.sqrt(np.pi))
print(f"two Gaussian charges, sigma = {sigma} nm, bare energy {bare_gauss:.5f} eV")
for radius in (0.2, 0.4, 0.6):
    energy = quad(lambda q: q**2 * cut_kernel(q, radius)
                  * np.exp(-(q * sigma)**2) / (2 * np.pi**2),
                  0, 10 / sigma, limit=400)[0]
    closed = bare_gauss * (1 - np.exp(-radius**2 / (4 * sigma**2)))
    assert abs(energy - closed) < 1e-7
    print(f"  R = {radius} nm: energy from q integral {energy:.5f} eV")


# ---- SiH4: orbitals and reference exchange from analytic integrals ----
def silane(bond_nm, basis, ecp=None):
    s = bond_nm * 10 / np.sqrt(3)
    atoms = [("Si", (0, 0, 0)), ("H", (s, s, s)), ("H", (s, -s, -s)),
             ("H", (-s, s, -s)), ("H", (-s, -s, s))]
    return gto.M(atom=atoms, basis=basis, ecp=ecp or {}, unit="Angstrom",
                 verbose=0)


def even_tempered(l, count, smallest, ratio):
    return [[l, [smallest * ratio**i, 1.0]] for i in range(count)]


def run_hf(mol):
    mf = scf.RHF(mol)
    mf.kernel()
    assert mf.converged
    return mf


def exchange_between(mol, orb_a, orb_b):
    """-sum over a, b of (ab|ab) in eV, uncut interaction."""
    k_matrix = scf.hf.get_jk(mol, orb_b @ orb_b.T)[1]
    return -HARTREE * np.sum((orb_a @ orb_a.T) * k_matrix)


def valence_exchange(mf):
    occ = mf.mo_coeff[:, mf.mo_occ > 0]
    return exchange_between(mf.mol, occ, occ)


BOND = 0.148
ECP = {"Si": "lanl2dz"}
medium = {"Si": even_tempered(0, 5, 0.06, 2.3) + even_tempered(1, 5, 0.06, 2.3)
          + even_tempered(2, 1, 0.3, 1.0), "H": "cc-pvdz"}
large = {"Si": even_tempered(0, 7, 0.04, 2.0) + even_tempered(1, 7, 0.04, 2.0)
         + even_tempered(2, 3, 0.12, 2.5), "H": "cc-pvtz"}
mf = run_hf(silane(BOND, medium, ECP))
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
n_occ = occupied.shape[1]
reference = valence_exchange(mf)
basis_shift = valence_exchange(run_hf(silane(BOND, large, ECP))) - reference
bond_shift = valence_exchange(run_hf(silane(1.01 * BOND, medium, ECP))) - reference
assert abs(basis_shift) < 0.02 * abs(reference)
print(f"SiH4: Si-H {BOND} nm, {n_occ} occupied valence orbitals")
print(f"valence exchange, analytic integrals: {reference:.4f} eV"
      f" = {reference / HARTREE:.5f} hartree")


# ---- the same energy from a sum over G in a periodic box ----
def orbitals_on_grid(length, n):
    axis = (np.arange(n) - n // 2) * length / n / BOHR
    y, z = np.meshgrid(axis, axis, indexing="ij")
    out = np.empty((n_occ, n, n, n))
    for ix, x in enumerate(axis):
        points = np.column_stack([np.full(n * n, x), y.ravel(), z.ravel()])
        values = mf.mol.eval_gto("GTOval_sph", points) @ occupied
        out[:, ix] = values.T.reshape(n_occ, n, n)
    return out


def fold(density, n):
    """Sum of periodic images of a density in a box of n points per edge."""
    size = density.shape[0]
    copies = -(-size // n)
    padded = np.pad(density, (0, copies * n - size))
    return padded.reshape(copies, n, copies, n, copies, n).sum(axis=(0, 2, 4))


def pair_spectrum(orbitals, spacing, n):
    """|G| on the mesh and the sum over i, j of |rho_ij(G)|^2."""
    total = np.zeros((n, n, n))
    for i in range(n_occ):
        for j in range(i + 1):
            charge = orbitals[i] * orbitals[j] * (spacing / BOHR)**3
            total += (1 if i == j else 2) * np.abs(fftn(fold(charge, n)))**2
    g = 2 * np.pi * np.fft.fftfreq(n, d=spacing)
    g_norm = np.sqrt(g[:, None, None]**2 + g[None, :, None]**2
                     + g[None, None, :]**2)
    return g_norm, total


def box_exchange(kernel_values, spectrum, length):
    return -np.sum(kernel_values * spectrum) / length**3


SPACING = 1 / 60
big_n = 84
grid_orbitals = orbitals_on_grid(big_n * SPACING, big_n)
cut_errors, bare_errors, edges = [], [], []
print(f"grid spacing {SPACING:.5f} nm; errors against analytic value (eV)")
print("L (nm), cut kernel with R=L/2, bare kernel without G=0")
for n in (36, 48, 60, 72, 84):
    edge = n * SPACING
    g_norm, spectrum = pair_spectrum(grid_orbitals, SPACING, n)
    bare = np.zeros_like(g_norm)
    bare[g_norm > 0] = 4 * np.pi * E2 / g_norm[g_norm > 0]**2
    cut_errors.append(box_exchange(cut_kernel(g_norm, edge / 2), spectrum, edge)
                      - reference)
    bare_errors.append(box_exchange(bare, spectrum, edge) - reference)
    edges.append(edge)
    print(f"  {edge:.1f}  {cut_errors[-1]:10.5f}  {bare_errors[-1]:10.4f}")
assert abs(cut_errors[-1]) < 0.02          # grid error of the hydrogen peaks
assert abs(cut_errors[0]) > abs(cut_errors[-1])
power = np.log(bare_errors[2] / bare_errors[4]) / np.log(edges[4] / edges[2])
assert abs(power - 1) < 0.15               # next term falls as 1/L^3
print(f"bare error falls as L^-p between 1.0 and 1.4 nm, p = {power:.3f}")

# ---- cutoff radius varied in the largest box (g_norm, spectrum kept) ----
scan = {}
print(f"L = {edge:.1f} nm: R (nm), error of cut kernel (eV)")
for radius in (0.2, 0.4, 0.7, 1.0, 1.3):
    scan[radius] = box_exchange(cut_kernel(g_norm, radius), spectrum, edge) - reference
    print(f"  {radius:.1f}  {scan[radius]:10.5f}")
assert scan[0.2] > 0.1 and scan[1.3] < -0.1 and abs(scan[0.7]) < 0.02

# ---- what the zero-wavevector term is worth ----
without_zero = cut_kernel(g_norm, R0)
without_zero[0, 0, 0] = 0.0
loss = box_exchange(without_zero, spectrum, edge) - reference - scan[0.7]
predicted_loss = n_occ * 2 * np.pi * E2 * R0**2 / edge**3
assert abs(loss / predicted_loss - 1) < 2e-3
print(f"G=0 term left out, R = {R0} nm: energy rises by {loss:.4f} eV,"
      f" formula {predicted_loss:.4f} eV")

# ---- convergence and size of what is left out ----
fine_n = 105
fine_spacing = edge / fine_n
fine_g, fine_spectrum = pair_spectrum(orbitals_on_grid(edge, fine_n),
                                      fine_spacing, fine_n)
fine_energy = box_exchange(cut_kernel(fine_g, R0), fine_spectrum, edge)
grid_shift = fine_energy - reference - scan[0.7]
assert abs(grid_shift) < 0.02
print(f"shift, grid spacing to {fine_spacing:.5f} nm: {grid_shift:.5f} eV")
print(f"shift, basis {mf.mol.nao} to {silane(BOND, large, ECP).nao} functions:"
      f" {basis_shift:.4f} eV")
print(f"shift, Si-H bond 1 % longer: {bond_shift:.4f} eV")
full = run_hf(silane(BOND, "cc-pvdz"))
core, valence = full.mo_coeff[:, :5], full.mo_coeff[:, 5:9]
core_valence = 2 * exchange_between(full.mol, core, valence)
all_valence = exchange_between(full.mol, valence, valence)
print(f"all-electron cc-pVDZ: valence exchange {all_valence:.3f} eV,"
      f" core-valence {core_valence:.3f} eV")
correlation = mp.MP2(mf).kernel()[0] * HARTREE
print(f"valence MP2 correlation energy, left out: {correlation:.3f} eV")
print("tests ok")
```

Output:

```
e^2 = 1.439965 eV nm
R = 0.7 nm: value at q=0 = 4.4333 eV nm^3 = 1099.45 atomic units
qR, transform by quadrature, cosine formula (eV nm^3)
   0.5000    4.341712    4.341712
   2.0000    3.139106    3.139106
   3.1416    1.796751    1.796751
   6.2832    0.000000    0.000000
   9.0000    0.209201    0.209201
  25.0000    0.000125    0.000125
small-q series / e^2 : -pi*R**4*q**2/6 + 2*pi*R**2
qR = 1e-8, double precision / true: 1-cos form 0.000, sine-squared form 1.000
two Gaussian charges, sigma = 0.1 nm, bare energy 8.12413 eV
  R = 0.2 nm: energy from q integral 5.13543 eV
  R = 0.4 nm: energy from q integral 7.97533 eV
  R = 0.6 nm: energy from q integral 8.12313 eV
SiH4: Si-H 0.148 nm, 4 occupied valence orbitals
valence exchange, analytic integrals: -66.0625 eV = -2.42775 hartree
grid spacing 0.01667 nm; errors against analytic value (eV)
L (nm), cut kernel with R=L/2, bare kernel without G=0
  0.6     0.32260     26.2241
  0.8     0.03449     19.9935
  1.0    -0.00557     16.1156
  1.2    -0.00824     13.4840
  1.4    -0.00835     11.5854
bare error falls as L^-p between 1.0 and 1.4 nm, p = 0.981
L = 1.4 nm: R (nm), error of cut kernel (eV)
  0.2     2.10190
  0.4     0.03738
  0.7    -0.00835
  1.0    -0.01033
  1.3    -2.16171
G=0 term left out, R = 0.7 nm: energy rises by 6.4630 eV, formula 6.4625 eV
shift, grid spacing to 0.01333 nm: 0.00896 eV
shift, basis 45 to 99 functions: -0.2001 eV
shift, Si-H bond 1 % longer: 0.3735 eV
all-electron cc-pVDZ: valence exchange -65.686 eV, core-valence -6.119 eV
valence MP2 correlation energy, left out: -3.271 eV
tests ok
```
